# Extrapolating charged-defect energies with a test for cells that are too small

Let a defect of net charge \(q\) be computed in a series of cubic cells of side \(L\) and volume \(V=L^3\). If its charge is localized, keeps the same shape in every cell and has no dipole, if its site has cubic or tetrahedral symmetry, and if the host screens isotropically with a dielectric function smooth in \(k^2\), then

\[
E(L)=E_\infty+\frac aL+\frac bV+\frac c{L^5}+O(L^{-7}),\qquad a=-\frac{\alpha q^2}{2\varepsilon_0}. \tag{1}
\]

Here \(\alpha\) is the Madelung constant of the simple cubic lattice and \(\varepsilon_0\) the static dielectric constant. A weighted fit to the first three terms gives \(E_\infty\) and its standard error. Predicting each cell from all larger ones gives a test for cells outside the three-term regime. If the size of the random errors is known, so is its false-alarm rate, and its power can be calculated for an assumed remainder. The test can still miss a harmful cell, so truncation error needs an estimate of its own. Hartree atomic units are used.

## What goes wrong with the plain fit

Take a model defect with \(q=2\) in a medium with \(\varepsilon_0=10\), in seven cells from 20 to 80 bohr. Each energy carries a random error of standard deviation \(2\times10^{-7}L\), which stands for the irregular part of the error left by incomplete numerical convergence. Its growth in proportion to \(L\) is an assumption of the example; in a real series the errors must be estimated from convergence tests. For one set of such errors, the three-term fit to all cells gives

\[
E_\infty=0.05650\pm0.00002\ \text{hartree}=1.5374\pm0.0005\ \text{eV}.
\]

Its \(\chi^2\) is 4.43 for \(7-3=4\) degrees of freedom, which looks like a good fit. This set of errors is an unlucky one, as shown below; most sets give a much larger \(\chi^2\). The isolated defect of the same model has \(E_\infty=0.05662\) hartree. The error, \(-1.2\times10^{-4}\) hartree, is more than six times the quoted standard error.

The standard error describes random scatter. The omitted terms of (1) are not scatter: they are the same each time the cells are computed, and the fit can hide them in \(a\) and \(b\). The remedy starts with the origin and size of these terms.

## The size dependence

Let \(\rho(\mathbf k)\) be the Fourier transform of the defect charge. With a neutralizing background the \(\mathbf G=0\) term is omitted, and the electrostatic energy per cell is

\[
U(L)=\frac1{2V}\sum_{\mathbf G\ne0}f(\mathbf G),\qquad
f(\mathbf k)=\frac{4\pi|\rho(\mathbf k)|^2}{k^2\varepsilon(k)}. \tag{2}
\]

Energies independent of the cell only shift \(E_\infty\); the model sets them to zero. At small \(k\),

\[
f(\mathbf k)=\frac{4\pi q^2}{\varepsilon_0k^2}+f_0+\dots
\]

There is no direction dependence in \(f_0\), because the second moments of the charge are isotropic at such a site. To separate the singular term, write

\[
f=\frac{4\pi q^2}{\varepsilon_0}\frac{e^{-k^2s^2}}{k^2}+h(\mathbf k),\qquad
h(0)=f_0+\frac{4\pi q^2s^2}{\varepsilon_0},
\]

with an auxiliary length \(s\ll L\). Call the first part's contribution to the energy \(M\). Differentiation removes the \(1/G^2\), and Poisson summation then gives

\[
\frac{dM}{d(s^2)}=-\frac{2\pi q^2}{\varepsilon_0V}\sum_{\mathbf G\ne0}e^{-G^2s^2}
=-\frac{2\pi q^2}{\varepsilon_0}\left[\frac{1}{(4\pi s^2)^{3/2}}\sum_{\mathbf R}e^{-R^2/4s^2}-\frac1V\right].
\]

The terms with \(\mathbf R\ne0\) are exponentially small. Integration over \(s^2\) gives

\[
M=\frac{q^2}{2\sqrt\pi\,\varepsilon_0s}-\frac{\alpha q^2}{2\varepsilon_0L}+\frac{2\pi q^2s^2}{\varepsilon_0V}.
\]

The first term is the self-energy of an isolated Gaussian. The second is the integration constant: the energy of a lattice of point charges in its background, which defines \(\alpha\).

For \(h\), which is finite at the origin, Poisson summation over all \(\mathbf G\) followed by removal of \(\mathbf G=0\) gives

\[
\frac1{2V}\sum_{\mathbf G\neq0}h(\mathbf G)=\frac12\tilde h(0)+\frac12\sum_{\mathbf R\ne0}\tilde h(\mathbf R)-\frac{h(0)}{2V},
\]

where \(\tilde h(\mathbf R)=\int h\,e^{i\mathbf k\cdot\mathbf R}d^3k/(2\pi)^3\). The self-energy and \(\tilde h(0)/2\) add up to \(E_\infty\). The terms in \(s^2/V\) cancel, as they must, and leave

\[
b=-\tfrac12f_0. \tag{3}
\]

The remaining sum over \(\mathbf R\) depends on how \(h\) behaves near \(\mathbf k=0\). A polynomial there produces no power-law tail. A non-polynomial term of degree \(n\) produces a tail \(R^{-3-n}\). Cubic symmetry allows the fourth-degree harmonic

\[
K_4(\mathbf k)=k_x^4+k_y^4+k_z^4-\tfrac35k^4
\]

in \(|\rho|^2\). Divided by \(k^2\) it has degree two and is not a polynomial, so it gives \(L^{-5}\). The sixth-degree harmonic gives \(L^{-7}\) in the same way. This establishes (1) for a charge whose \(\rho(\mathbf k)\) is the same in every cell. A charge that relaxes adds a term. If its shape depends on a coordinate \(\lambda\) of stiffness \(K\), the energy contains \(\tfrac12K(\lambda-\lambda_0)^2+b(\lambda)/V\). Minimizing over \(\lambda\) lowers it by \(b'(\lambda_0)^2/(2KV^2)\), which falls as \(L^{-6}\), so the remainder after \(c/L^5\) is then \(O(L^{-6})\).

## The coefficients of the model

The model charge consists of four equal Gaussian lobes of width \(\sigma=1.5\) bohr at \(u(1,1,1)\), \(u(1,-1,-1)\), \(u(-1,1,-1)\) and \(u(-1,-1,1)\), with \(u=4\) bohr. Screening is described by

\[
\frac1{\varepsilon(k)}=\frac1{\varepsilon_0}+\left(1-\frac1{\varepsilon_0}\right)\frac{k^2}{k^2+\kappa^2},\qquad \kappa=1\ \text{bohr}^{-1}.
\]

Since \(|\rho|^2=q^2(1-k^2\langle r^2\rangle/3+\dots)\) with \(\langle r^2\rangle=3u^2+3\sigma^2=54.75\) bohr², the constant term of \(f\) and equation (3) give

\[
b=2\pi q^2\left[\frac{\langle r^2\rangle}{3\varepsilon_0}-\frac{1-1/\varepsilon_0}{\kappa^2}\right]=45.87-22.62=23.25\ \text{hartree bohr}^3.
\]

The spread of the charge and the incomplete screening at short range oppose each other. Thus \(b\) cannot be read as a quadrupole moment alone, and its sign is not fixed.

For \(c\), use \(|\rho|^2=(q^2/16)e^{-k^2\sigma^2}\sum_{ij}\cos(\mathbf k\cdot\mathbf r_{ij})\). The twelve nonzero separations \(\mathbf r_{ij}\) are \(2u(0,\pm1,\pm1)\) and its permutations. Hence

\[
\begin{aligned}
\sum_{ij}(\mathbf k\cdot\mathbf r_{ij})^4
&=16u^4\sum_{i<j}2\left[(k_i+k_j)^4+(k_i-k_j)^4\right]\\
&=16u^4\Big[8\sum_ik_i^4+24\sum_{i<j}k_i^2k_j^2\Big]
=16u^4\Big[12k^4-4\sum_ik_i^4\Big],
\end{aligned}
\]

where the indices on the right are Cartesian. The harmonic part is \(-64u^4K_4\). With the factors \(1/24\) from the cosine and \(1/16\) from the charges, \(|\rho|^2/q^2\) contains \(-u^4K_4/6\). The Gaussian factor adds no harmonic part at this order.

The transform of \(4\pi/k^2\) is \(1/R\), and multiplication by \(K_4(\mathbf k)\) becomes the operator \(K_4(\nabla)\). For a harmonic polynomial of degree four this acts on a radial function as \(K_4(\mathbf R)(R^{-1}d/dR)^4\), which turns \(1/R\) into \(105K_4(\mathbf R)/R^9\). Including the factor \(\tfrac12\) of the energy,

\[
c=-\frac{105\,q^2u^4}{12\,\varepsilon_0}\sum_{\mathbf n\ne0}\frac{K_4(\mathbf n)}{n^9}
=-896\times2.1314=-1910\ \text{hartree bohr}^5.
\]

The slope is \(a=-2.8373\times4/20=-0.5675\) hartree bohr. As a test, the energies were summed directly from (2) and \(E_\infty\) was found by a separate radial integral. What is left after the terms through \(c/L^5\) falls between 60 and 80 bohr with exponent 6.89, close to the predicted 7.

At 20 bohr the three terms add up to \(0.0566218-0.0283730+0.0029060=0.0311548\) hartree, while the lattice sum gives 0.0304685. The remainder is \(-6.9\times10^{-4}\) hartree, of which \(c/L^5\) supplies \(-6.0\times10^{-4}\). At 30 bohr the remainder is \(-8.8\times10^{-5}\) hartree.

## The fit and what its errors mean

Let row \(i\) of \(X\) be \((1,L_i^{-1},L_i^{-3})\), and let the random errors be Gaussian with covariance \(S\). Factor \(S=\Lambda\Lambda^T\) with \(\Lambda\) lower triangular, and define \(A=\Lambda^{-1}X\) and \(e=\Lambda^{-1}E\). If the three-term model holds, \(e=A\theta+\eta\), where \(\eta\) has unit covariance. Setting the gradient of \(\chi^2=|e-A\theta|^2\) to zero gives

\[
\hat\theta=CA^Te=CX^TS^{-1}E,\qquad C=(A^TA)^{-1}=(X^TS^{-1}X)^{-1}. \tag{4}
\]

Since \(\hat\theta-\theta=CA^T\eta\), its covariance is \(CA^TAC=C\). The slope yields \(\varepsilon_0=-\alpha q^2/(2a)\), with relative error \(\sigma_a/|a|\) to first order.

If only the relative sizes of the errors are known, \(C\) is multiplied by \(\chi^2/(m-p)\), for \(m\) cells and \(p\) parameters, and Student's distribution with \(m-p\) degrees of freedom replaces the normal one. This works because the residuals are independent of \(\hat\theta\). On simulated data obeying the three-term model, both kinds of nominal 95% interval covered the true value in 95% of trials.

If the data contain a remainder \(r(L_i)\) beyond the three terms, (4) shows that the estimates shift by

\[
\Delta\theta=CX^TS^{-1}r. \tag{5}
\]

The weights \(S^{-1}\) favour cells with small random errors. Here those are the small cells, where \(r\) is largest. For the seven cells the shift of \(E_\infty\) is \(-1.5\times10^{-4}\) hartree, about eight standard errors. Over repeated noise, the nominal 95% interval from all cells practically never contains the true value.

## Predicting each cell from the larger ones

The remainder fades with size, so the large cells should judge the small ones. Order the cells from large to small. Let \(\hat\theta_{k-1}\) and \(C_{k-1}\) come from the first \(k-1\) cells, and let \(A_k\) be row \(k\) of \(A\). The score of cell \(k>p\) is

\[
t_k=\frac{e_k-A_k\hat\theta_{k-1}}{\sqrt{v_k}},\qquad v_k=1+A_kC_{k-1}A_k^T. \tag{6}
\]

Because \(\Lambda\) is triangular, \(e_k\) involves only cell \(k\) and larger cells, even when errors are correlated. A bad small cell therefore cannot spoil the reference used for a larger one.

Under the three-term model the numerator of (6) is

\[
w_k=\eta_k-A_kC_{k-1}\sum_{j<k}A_j^T\eta_j .
\]

Its two parts are independent, with variances 1 and \(A_kC_{k-1}A_k^T\), so \(t_k\) has unit variance. For \(l>k\),

\[
\langle w_kw_l\rangle=-A_lC_{l-1}A_k^T+A_lC_{l-1}\Big(\sum_{j<k}A_j^TA_j\Big)C_{k-1}A_k^T=0,
\]

because the bracket is \(C_{k-1}^{-1}\). The scores are jointly Gaussian and uncorrelated, hence independent.

Written as \(t=We\), this means \(WW^T=1\). Also \(WA=0\), since data that obey the model are predicted without error. The \(m-p\) rows of \(W\) thus form an orthonormal basis of the residual space, and \(\sum_kt_k^2=\chi^2\). The scores split \(\chi^2\) into contributions that can be assigned to cells. Moreover \(\langle t\,(\hat\theta-\theta)^T\rangle=WAC=0\), so under a valid model, accepting every cell does not distort the final interval. A false rejection is different: \(t_k\) is correlated with \(\hat\theta_{k-1}\), the estimate that is then kept. In the present series, the nominal 95% interval quoted after a false rejection covers the true value far less often than its label says.

The rule is to add cells in order and stop before the first one with \(|t_k|>z\). For a total false-alarm rate of 5% over four scores, each has the two-sided level \(1-0.95^{1/4}=0.0127\), so \(z=2.49\). Simulation gave a rate of 4.8%.

When the model fails, \(t_k\) keeps unit variance but acquires a mean \(\delta_k\), the score of noise-free energies. The rejection probability is

\[
P_k=\Phi(\delta_k-z)+\Phi(-\delta_k-z), \tag{7}
\]

with \(\Phi\) the normal distribution function. By independence, the probability of stopping at cell \(k\) is \(P_k\prod_{j<k}(1-P_j)\); simulated stopping frequencies passed a test against this product.

## Why a large remainder can pass

| \(L\) (bohr) | noise-free score | observed score | \(P_k\) |
|---|---:|---:|---:|
| 50 | 0.00 | 0.53 | 0.013 |
| 40 | −0.04 | 0.45 | 0.013 |
| 30 | −0.32 | −0.73 | 0.018 |
| 20 | −3.42 | −1.85 | 0.823 |

In this data set the 20 bohr cell passes, although it should be rejected in 82% of cases. All seven cells are kept, and the test returns the same biased answer as the plain fit. The squared scores add up to \(0.28+0.20+0.53+3.42=4.43\), the unremarkable \(\chi^2\) found at the start. So small a value is rare. The squared noise-free scores add up to 11.8, so \(\chi^2\) follows a noncentral distribution with mean \(4+11.8=15.8\) and falls below 4.43 in about 3% of cases. A plain \(\chi^2\) test at the 5% level would reject the seven-cell fit in about 80% of cases, nearly as often as the cell test. What the scores add here is not power but the location of the misfit.

The remainder at 20 bohr is about 170 times that cell's random error, yet its expected score is only 3.4 in magnitude. Two effects in (6) account for this. The fit to larger cells has already absorbed part of the remainder into its coefficients, which reduces the numerator. The prediction must also be extrapolated from cells with larger errors, which raises \(v_k\). Comparing the remainder with the error of one cell therefore greatly overstates the power of the test.

Over repeated noise, the cell test raises the coverage of the nominal 95% interval from practically zero to 76%. It cannot do much better here. All seven cells survive with probability \(0.987\times0.987\times0.982\times0.177=0.17\), and in those cases the interval almost never covers the true value. The coverage is therefore limited to about 83%.

## Estimating the truncation error

Since acceptance is not proof, the next term should be fitted as well. Let \(x\) be the column \(L_i^{-5}\). The first three normal equations of the four-term fit are \(X^TS^{-1}(E-X\hat\theta^{(4)}-\hat c\,x)=0\). Solving them with (4) gives

\[
\hat\theta^{(3)}-\hat\theta^{(4)}=\hat c\,CX^TS^{-1}x, \tag{8}
\]

when both fits use the same cells. This is (5) with \(r=\hat c/L^5\): the difference between the fits is the estimated truncation bias. If a cell has been rejected, it is included in the four-term fit to help determine \(\hat c\), and the right side of (8) is evaluated for the retained cells.

Here the four-term fit gives \(\hat c=-1240\pm650\) hartree bohr⁵ and

\[
E_\infty=0.05658\pm0.00005\ \text{hartree}.
\]

The estimated bias of the three-term result is \(0.05650-0.05658=-8\times10^{-5}\) hartree, four times the standard error quoted for that result. The bias estimate is itself uncertain by \(4\times10^{-5}\) hartree, because by (8) it is proportional to \(\hat c\). The true bias is \(-1.5\times10^{-4}\) hartree, so the estimate has the right sign and about half the size. The four-term value lies within one standard error of the isolated result. Its larger error bar is the price of not assuming \(c=0\). It still omits \(L^{-7}\), so it is a check on the three-term fit and not a guarantee.

## Using a known dielectric constant

The slope offers another check. The seven-cell fit implies \(\varepsilon_0=10.18\pm0.02\), while the model has 10. An independent value accurate to 0.1% would expose this discrepancy at once; one accurate to 1%, or \(\pm0.1\), would leave it below two standard deviations.

To use such knowledge in the fit, let \(a_0\) be the independent slope and \(\sigma_a\) its error. Fit \(E_i-a_0/L_i\) to \((1,L_i^{-3})\). The error of \(a_0\) is common to all cells, so

\[
S_{ij}\to S_{ij}+\frac{\sigma_a^2}{L_iL_j}. \tag{9}
\]

This equals a three-term fit with one extra observation \(a=a_0\pm\sigma_a\). To see it, let \(y\) be the residual vector at slope \(a_0\), \(d\) the slope correction and \(g_i=1/L_i\). Minimizing \((y-dg)^TS^{-1}(y-dg)+d^2/\sigma_a^2\) over \(d\) leaves

\[
y^TS^{-1}y-\frac{(g^TS^{-1}y)^2}{g^TS^{-1}g+\sigma_a^{-2}}=y^T(S+\sigma_a^2gg^T)^{-1}y,
\]

where the last step is the Sherman–Morrison formula. The two fits minimize the same function of \(E_\infty\) and \(b\).

For cells of 30 bohr and more, the standard error of \(E_\infty\) is \(3.8\times10^{-5}\) hartree with a free slope, \(3.5\times10^{-5}\) with \(\varepsilon_0\) known to 1%, and \(1.1\times10^{-5}\) at 0.1%. The noise-free score of the 20 bohr cell grows in magnitude from 3.4 to 3.9 and 11.0. A dielectric constant known to 1% thus adds little here, while one known to 0.1% makes the bad cell unmistakable. It does not remove the truncation bias of the cells that remain: by (5) that bias is about one standard error both with a free slope and at 0.1%, so the narrower interval still covers less often than its label says. The value must describe the same host at the same level of theory and with the same ionic response as the supercells. Otherwise a wrong slope is itself mistaken for a finite-size effect.

## Conditions of use

The noise-free scores depend only on the cell sizes, the assumed errors and the remainder. With an estimate of \(c\), equation (7) therefore gives, before any large calculation, an approximate probability that a planned series detects its own smallest cell. It leaves out the terms beyond \(c/L^5\), which can matter in the smallest cell, and it can change quickly with \(c\), so a range of remainders should be tried. If the probability is too low, tighter convergence, a better dielectric constant or additional cells can raise it. An additional cell slightly larger than the smallest one shortens the extrapolation and usually makes the smallest cell easier to reject, but it carries a large remainder of its own and is often kept. In the present series an extra cell between 21 and 27 bohr raises the detection of the 20 bohr cell yet lowers the coverage of the final interval, to about one quarter for a cell at 25 bohr. A planned series should therefore be judged by the bias (5) of the cells likely to be retained as well as by (7).

All cells in one fit must have the same shape, because \(\alpha\) depends on shape. A carrier that spreads over the whole cell has no fixed \(\rho(\mathbf k)\), and (1) does not apply to it. The model also leaves out the relaxation of the charge and of the atoms, which brings the \(L^{-6}\) term, and the local fields of a real crystal. Its numbers test the extrapolation and its error estimates; they do not describe a particular defect. The full numerical output follows.

## Numbers as computed

```
model: q = 2 e, eps0 = 10, kappa = 1.0 1/bohr
lobes: sigma = 1.5 bohr, u = 4.0 bohr
mean square radius = 54.75 bohr^2
error per unit cell length = 2.0e-07 hartree/bohr
Madelung constant alpha = 2.837297
isolated energy E_inf = 0.0566218 hartree
a = -0.567459 hartree bohr
b = 23.2478 hartree bohr^3
  charge-spread part = 45.8673 hartree bohr^3
  screening part = -22.6195 hartree bohr^3
degree-four lattice sum = 2.13136
c = -1909.7 hartree bohr^5
decay exponent after c term, 60 to 80 bohr = 6.888
L (bohr); clean E, noisy E, sd, remainder beyond 1/V (hartree)
  80; 0.0495734, 0.0495733, 1.6e-05, -5.96e-07
  70; 0.0485819, 0.0485965, 1.4e-05, -1.17e-06
  60; 0.0472692, 0.0472781, 1.2e-05, -2.55e-06
  50; 0.0454522, 0.0454594, 1.0e-05, -6.45e-06
  40; 0.0427784, 0.0427914, 8.0e-06, -2.02e-05
  30; 0.0384793, 0.0384720, 6.0e-06, -8.83e-05
  20; 0.0304685, 0.0304659, 4.0e-06, -6.86e-04
score threshold = 2.491 (family false alarm 0.05)
L (bohr); observed score, noise-free score, rejection probability
  50; 0.53, -0.00, 0.0127
  40; 0.45, -0.04, 0.0128
  30; -0.73, -0.32, 0.0175
  20; -1.85, -3.42, 0.8232
cells retained = 7, smallest = 20 bohr
chi-square, all cells = 4.43; retained = 4.43
E_inf, all cells = 0.0564995 +- 1.9e-05 hartree
E_inf, retained = 0.0564995 +- 1.9e-05 hartree
E_inf, retained = 1.53743 +- 0.00051 eV
fitted a = -0.55723 +- 0.00092 hartree bohr
fitted b = 14.63 +- 0.23 hartree bohr^3
inferred eps0 = 10.184 +- 0.017
correlation of E_inf and a = -0.9702
L^-5 fit: cells = 7, c = -1236 +- 650 hartree bohr^5
L^-5 fit: E_inf = 0.0565825 +- 4.8e-05 hartree
truncation bias, retained: estimated = -8.30e-05 hartree
truncation bias, retained: true = -1.51e-04 hartree
truncation bias, all cells: true = -1.51e-04 hartree
three-term data: coverage known sd = 0.9492, Student = 0.9487
three-term data: false-alarm rate = 0.0483
model data: 95% interval coverage, all cells = 0.0000
model data: 95% interval coverage, cell test = 0.7599
free slope, L >= 30 bohr: sd of E_inf = 3.83e-05 hartree
eps0 relative error; sd of E_inf (hartree), clean scores at 30, 20 bohr
  0.000; 6.59e-06, -1.35, -12.79
  0.001; 1.06e-05, -1.32, -11.01
  0.010; 3.51e-05, -0.61, -3.91
```
